\section*{D, Q and G Positivity Conditions for the Two-Body Density Matrix}

Let $a_i^\dagger$ and $a_i$ create and annihilate a fermion in one of $r$ orthonormal spin-orbitals, so that
\begin{equation}
a_i a_j^\dagger+a_j^\dagger a_i=\delta_{ij},\qquad a_i a_j+a_j a_i=0 .
\label{car}
\end{equation}
The number operator is $\hat N=\sum_i a_i^\dagger a_i$. The state is an ensemble $\rho=\sum_m w_m|\psi_m\rangle\langle\psi_m|$ with $w_m\ge 0$ and $\sum_m w_m=1$, in which every $\psi_m$ is normalized and contains the same number $N\ge2$ of fermions. A pure state is the case of a single term. Averages are written $\langle X\rangle=\mathrm{Tr}(\rho X)$. The one-body and two-body reduced density matrices are
\begin{equation}
\gamma_{ik}=\langle a_i^\dagger a_k\rangle,\qquad
D_{ij,kl}=\langle a_i^\dagger a_j^\dagger a_l a_k\rangle ,
\label{defD}
\end{equation}
and two further matrices are built from two holes and from a particle and a hole:
\begin{equation}
Q_{ij,kl}=\langle a_i a_j a_l^\dagger a_k^\dagger\rangle,\qquad
G_{ij,kl}=\langle a_i^\dagger a_j a_l^\dagger a_k\rangle .
\label{defQG}
\end{equation}
In each of the last three, the pair $ij$ is the row index and the pair $kl$ the column index, both running over all $r^2$ values. All these matrices are dimensionless.

The interest of $D$ is that it fixes the energy. For a Hamiltonian $\sum_{ik}h_{ik}a_i^\dagger a_k+\frac12\sum_{ijkl}V_{ij,kl}a_i^\dagger a_j^\dagger a_la_k$, where $V_{ij,kl}=\langle ij|V|kl\rangle$ pairs $i$ with $k$ on one particle and $j$ with $l$ on the other,
\begin{equation}
E=\sum_{ik}h_{ik}\gamma_{ik}+\tfrac12\sum_{ijkl}V_{ij,kl}D_{ij,kl},
\label{energy}
\end{equation}
and $\gamma$ follows from $D$, as shown below. One would like to minimize $E$ over $D$ and never handle the $N$-body state. The minimization must then be confined to matrices $D$ that come from some $\rho$; such matrices are called $N$-representable. Hermiticity, antisymmetry in $ij$ and in $kl$, and the correct trace do not ensure this. The conditions derived here are necessary: $D$, $Q$ and $G$ must all be positive semidefinite, with $Q$ and $G$ computed from $D$.

The source of all three is one inequality. For any operator $O$,
\begin{equation}
\langle O^\dagger O\rangle=\sum_m w_m\langle\psi_m|O^\dagger O|\psi_m\rangle
=\sum_m w_m\,\|O\psi_m\|^2\ge0 .
\label{norm}
\end{equation}
If $O$ is a combination of products of two ladder operators, $O^\dagger O$ contains at most four of them, and its average can be expressed through $D$. Take first
\begin{equation}
B=\sum_{kl}c_{kl}\,a_l a_k,\qquad
B^\dagger=\sum_{ij}c_{ij}^*\,a_i^\dagger a_j^\dagger ,
\end{equation}
where the adjoint has reversed the order of the factors, $(a_ja_i)^\dagger=a_i^\dagger a_j^\dagger$. Multiplying the two sums and averaging gives
\begin{equation}
\langle B^\dagger B\rangle=\sum_{ijkl}c_{ij}^*D_{ij,kl}c_{kl}\ge0 .
\label{Dpos}
\end{equation}
Since the coefficients are arbitrary complex numbers, this says that $D$ is positive semidefinite, $D\succeq0$. In the same way
\begin{equation}
C=\sum_{kl}d_{kl}\,a_l^\dagger a_k^\dagger,\qquad
C^\dagger=\sum_{ij}d_{ij}^*\,a_i a_j,\qquad
\langle C^\dagger C\rangle=\sum_{ijkl}d_{ij}^*Q_{ij,kl}d_{kl}\ge0,
\label{Qpos}
\end{equation}
\begin{equation}
A=\sum_{kl}g_{kl}\,a_l^\dagger a_k,\qquad
A^\dagger=\sum_{ij}g_{ij}^*\,a_i^\dagger a_j,\qquad
\langle A^\dagger A\rangle=\sum_{ijkl}g_{ij}^*G_{ij,kl}g_{kl}\ge0 .
\label{Gpos}
\end{equation}
Hence $Q\succeq0$ and $G\succeq0$. The first condition says that no two-particle function is occupied with negative weight, the second says the same of two-hole functions, and the third says that no one-body operator has a negative mean square.

To turn these into conditions on $D$ alone, $\gamma$ is needed first. Setting $l=j$ in $D_{ij,kl}$ and summing gives
\begin{equation}
\sum_j D_{ij,kj}=\langle a_i^\dagger\hat N a_k\rangle
=\langle a_i^\dagger a_k(\hat N-1)\rangle=(N-1)\gamma_{ik}.
\end{equation}
The second equality holds because $a_k$ removes one particle, so that $\hat N a_k=a_k(\hat N-1)$; the third uses the fixed particle number. Therefore
\begin{equation}
\gamma_{ik}=\frac1{N-1}\sum_jD_{ij,kj},
\label{contract}
\end{equation}
and, because $\sum_i\gamma_{ii}=N$, the trace of $D$ is $\sum_{ij}D_{ij,ij}=N(N-1)$.

For $Q$ the creation operators must be moved to the left. Start with the inner pair, $a_ja_l^\dagger=\delta_{jl}-a_l^\dagger a_j$:
\begin{equation}
a_ia_ja_l^\dagger a_k^\dagger
=\delta_{jl}\,a_ia_k^\dagger-(a_ia_l^\dagger)(a_ja_k^\dagger).
\end{equation}
Each remaining product $a\,a^\dagger$ is reordered by the same rule:
\begin{align}
a_ia_ja_l^\dagger a_k^\dagger
={}&\delta_{jl}(\delta_{ik}-a_k^\dagger a_i)
-(\delta_{il}-a_l^\dagger a_i)(\delta_{jk}-a_k^\dagger a_j)\nonumber\\
={}&\delta_{ik}\delta_{jl}-\delta_{jl}a_k^\dagger a_i-\delta_{il}\delta_{jk}
+\delta_{il}a_k^\dagger a_j+\delta_{jk}a_l^\dagger a_i
-a_l^\dagger a_ia_k^\dagger a_j .
\label{Qmid}
\end{align}
In the last term one more exchange is required,
\begin{equation}
a_l^\dagger a_ia_k^\dagger a_j
=\delta_{ik}a_l^\dagger a_j-a_l^\dagger a_k^\dagger a_ia_j
=\delta_{ik}a_l^\dagger a_j-a_k^\dagger a_l^\dagger a_ja_i ,
\end{equation}
where the final form exchanges both the two creators and the two annihilators, and the two minus signs cancel. The average of $a_k^\dagger a_l^\dagger a_ja_i$ is $D_{kl,ij}$ by (\ref{defD}). Inserting this in (\ref{Qmid}) and averaging,
\begin{align}
Q_{ij,kl}={}&\delta_{ik}\delta_{jl}-\delta_{il}\delta_{jk}
-\delta_{jl}\gamma_{ki}-\delta_{ik}\gamma_{lj}\nonumber\\
&+\delta_{il}\gamma_{kj}+\delta_{jk}\gamma_{li}+D_{kl,ij}.
\label{Qmap}
\end{align}
The transposed index order in $\gamma_{ki}$ and $D_{kl,ij}$ matters when the matrices are complex. For $G$ a single exchange is enough. From $a_ja_l^\dagger=\delta_{jl}-a_l^\dagger a_j$,
\begin{equation}
a_i^\dagger a_ja_l^\dagger a_k=\delta_{jl}a_i^\dagger a_k-a_i^\dagger a_l^\dagger a_ja_k ,
\qquad
G_{ij,kl}=\delta_{jl}\gamma_{ik}-D_{il,kj}.
\label{Gmap}
\end{equation}
Here $\langle a_i^\dagger a_l^\dagger a_ja_k\rangle=D_{il,kj}$ because in (\ref{defD}) the annihilators stand in the order opposite to the column indices.

With $\gamma$ taken from (\ref{contract}), the map from $D$ to $G$ is linear. The map to $Q$ is linear apart from the constant $\delta_{ik}\delta_{jl}-\delta_{il}\delta_{jk}$, and so is affine; multiplying this constant by $\sum_{pq}D_{pq,pq}/[N(N-1)]$, which equals one, makes it linear as well. Positivity of a matrix that depends linearly on $D$ restricts $D$ to a convex set, and minimizing (\ref{energy}) over that set is a semidefinite program. Because the set contains every representable $D$, the minimum is a lower bound to the ground-state energy of the Hamiltonian in the chosen spin-orbitals.

Equations (\ref{Qmap}) and (\ref{Gmap}) rest on (\ref{car}) alone and hold for any ensemble if its true $\gamma$ is supplied. Equation (\ref{contract}) needs the fixed particle number. The numerical check tests both statements with explicit Fock-space matrices for $r=6$. For a random complex ensemble with $N=3$, $Q$ and $G$ from the maps agree with their definitions to about $10^{-16}$. For a random ensemble of mixed particle number the maps still hold with the true $\gamma$, whereas the contraction with $N=3$ misses an element of $\gamma$ by 0.185.

The conditions contain the Pauli principle for $\gamma$. Contracting (\ref{Qmap}) over $l=j$, term by term in the order written, gives
\begin{align}
\sum_jQ_{ij,kj}={}&r\delta_{ik}-\delta_{ik}-r\gamma_{ki}-N\delta_{ik}
+\gamma_{ki}+\gamma_{ki}+(N-1)\gamma_{ki}\nonumber\\
={}&(r-N-1)(\delta_{ik}-\gamma_{ki}).
\label{Qtrace}
\end{align}
A contraction of this kind preserves positivity: for any vector $x$, $\sum_{ik}x_i^*\big(\sum_jQ_{ij,kj}\big)x_k$ is a sum over $j$ of quadratic forms of $Q$, taken with the vectors whose elements are $x_k\delta_{lj}$. So $Q\succeq0$ implies that the eigenvalues of $\gamma$ do not exceed one, provided $r>N+1$; for $r=N+1$ the prefactor vanishes and this argument yields nothing. In that case $G$ supplies the bound: $Q$ has zero trace, so $Q\succeq0$ forces $Q=0$, hence $D_{ij,ij}=\gamma_{ii}+\gamma_{jj}-1$ for $i\ne j$, and (\ref{Gmap}) gives $G_{ij,ij}=\gamma_{ii}-D_{ij,ij}=1-\gamma_{jj}\ge0$ in any orthonormal basis. Likewise $D\succeq0$ and (\ref{contract}) imply that they are not negative.

It remains to ask whether other products of two ladder operators would give more. The order $a_ka_l^\dagger$ differs from $-a_l^\dagger a_k$ by a constant, so the most general candidate is $O=B+C+A+z$ with a complex number $z$. Acting on an $N$-particle state, $B$ leads to $N-2$ particles, $C$ to $N+2$, and $A+z$ to $N$. States of different particle number are orthogonal, and all cross terms between these three parts vanish. On the $N$-particle space, moreover, $z=z\hat N/N$, which is an operator of type $A$ with coefficients $z\delta_{kl}/N$. Consequently
\begin{equation}
\langle O^\dagger O\rangle=c^\dagger Dc+d^\dagger Qd+h^\dagger Gh,\qquad
h_{kl}=g_{kl}+\frac zN\delta_{kl}.
\label{complete}
\end{equation}
The three conditions together are thus equivalent to $\langle O^\dagger O\rangle\ge0$ for every $O$ of this form. For the random ensemble and random coefficients, the left side computed directly is 47.048, and the three terms on the right are 6.901, 13.960 and 26.187, whose sum is the same.

The constant deserves a closer look, because it decides whether fluctuations about the mean give a stronger condition than $G\succeq0$. Let $u_{kl}=\delta_{kl}$. From (\ref{Gmap}), the antisymmetry $D_{ik,kj}=-D_{ik,jk}$ and (\ref{contract}),
\begin{equation}
(Gu)_{ij}=\sum_kG_{ij,kk}=\gamma_{ij}+\sum_kD_{ik,jk}=N\gamma_{ij},\qquad
u^\dagger Gu=N^2 .
\label{Gu}
\end{equation}
Since $G$ is Hermitian, $u^\dagger Gg=(Gu)^\dagger g=N\sum_{kl}\gamma_{kl}^*g_{kl}$. This equals $N\langle A\rangle$, because $\gamma_{kl}^*=\gamma_{lk}=\langle a_l^\dagger a_k\rangle$. Now apply $G\succeq0$ to the shifted vector $g'=g-u\langle A\rangle/N$:
\begin{align}
g'^\dagger Gg'
&=g^\dagger Gg-\frac{\langle A\rangle^*}{N}u^\dagger Gg
-\frac{\langle A\rangle}{N}g^\dagger Gu+\frac{|\langle A\rangle|^2}{N^2}u^\dagger Gu\nonumber\\
&=g^\dagger Gg-|\langle A\rangle|^2
=\langle A^\dagger A\rangle-|\langle A\rangle|^2\ge0 .
\label{cov}
\end{align}
The second and third terms are each $-|\langle A\rangle|^2$ and the fourth is $+|\langle A\rangle|^2$. Positivity of the covariance is therefore already contained in $G\succeq0$ when $N$ is fixed.

For $N=2$ the condition $D\succeq0$, with the trace and antisymmetry, is also sufficient. Such a matrix can be written $D_{ij,kl}=\sum_m\phi^{m*}_{ij}\phi^m_{kl}$ with antisymmetric $\phi^m$, by scaling its eigenvectors. The two-particle vectors $\frac12\sum_{kl}\phi^m_{kl}a_k^\dagger a_l^\dagger|0\rangle$ have squared norms $\frac12\sum_{kl}|\phi^m_{kl}|^2$, and these add up to $\frac12N(N-1)=1$. They satisfy $\langle0|a_la_k|\cdot\rangle=\phi^m_{kl}$, so the ensemble made from them reproduces $D$. For $N=3$ all three conditions together can fail to be sufficient, as a small model shows.

Consider two islands $A$ and $B$, each with three levels for spin-polarized fermions, and place three fermions in them. Levels 1 to 3 belong to $A$ and 4 to 6 to $B$. The Hamiltonian is a charging energy tuned to the point where one and two fermions on $A$ cost the same,
\begin{equation}
H=E_C\left(N_A-\tfrac32\right)^2,\qquad N_A=\sum_{i=1}^3a_i^\dagger a_i,
\qquad E_C=1.0\times10^{-22}\ \mathrm{J},
\label{H}
\end{equation}
with a round value for $E_C$. Since $N_A$ is an integer, the lowest eigenvalue is $E_C/4$, reached for $N_A=1$ and $N_A=2$.

As trial matrices take those whose nonzero elements are $D_{ij,ij}=p_{ij}$ and $D_{ij,ji}=-p_{ij}$ for $i\ne j$, where $p_{ij}$ would be the probability that levels $i$ and $j$ are both occupied. Let $p_{ij}=a$ within an island and $p_{ij}=c$ between islands, and let every level have occupation $n_i=\gamma_{ii}=\frac12$. A level has two partners on its own island and three on the other, so (\ref{contract}) demands
\begin{equation}
2a+3c=(N-1)n_i=1,\qquad c=\frac{1-2a}{3}.
\label{ac}
\end{equation}
One parameter is left. On pairs $i<j$ the matrix $D$ is diagonal with elements $a$ and $c$. By (\ref{Qmap}) so is $Q$, with
\begin{equation}
Q_{ij,ij}=1-n_i-n_j+p_{ij}=p_{ij}.
\end{equation}
Both are positive semidefinite for $0\le a\le\frac12$.

The matrix $G$ separates into two parts. For $i\ne j$, (\ref{Gmap}) gives diagonal elements $G_{ij,ij}=n_i-p_{ij}$, equal to $\frac12-a$ or $\frac12-c$, without coupling to other index pairs. For equal indices it gives a $6\times6$ block,
\begin{equation}
G_{ii,kk}=\tfrac12\delta_{ik}-D_{ik,ki}=\tfrac12\delta_{ik}+p_{ik},\qquad p_{ii}=0 .
\end{equation}
Its eigenvectors follow from symmetry. The uniform vector has eigenvalue $\frac12+2a+3c=\frac32$. The vector equal to $+1$ on $A$ and $-1$ on $B$ has eigenvalue
\begin{equation}
\tfrac12+2a-3c=\tfrac12+2a-(1-2a)=4a-\tfrac12 .
\label{critical}
\end{equation}
The four independent vectors that live on one island and sum to zero there have eigenvalue $\frac12-a$. For $0\le a\le\frac12$ only (\ref{critical}) can be negative, and $G\succeq0$ requires $a\ge\frac18$.

The true limit is higher. For an integer $N_A$ the product $(N_A-1)(N_A-2)$ is never negative. The three pairs on $A$ give $\langle N_A(N_A-1)\rangle=6a$, and $\langle N_A\rangle=\frac32$, so
\begin{equation}
\langle(N_A-1)(N_A-2)\rangle
=\langle N_A(N_A-1)\rangle-2\langle N_A\rangle+2=6a-1\ge0,
\label{integer}
\end{equation}
that is, $a\ge\frac16$. This value is attained by an equal mixture of all determinants with $N_A=1$ or $N_A=2$: a given pair on $A$ is then occupied with probability $\frac12\times\frac13=\frac16$. At the other end, an equal mixture of $N_A=0$ and $N_A=3$ gives $a=\frac12$, and mixing the two ensembles covers the interval between. A linear program over the weights of all 20 determinants gives the same range, 0.1667 to 0.5000. Matrices with $\frac18\le a<\frac16$ therefore satisfy all three conditions and belong to no state of three fermions.

The energy shows what this costs. Expanding the square in (\ref{H}),
\begin{equation}
\frac{E}{E_C}=\langle N_A(N_A-1)\rangle+\langle N_A\rangle-3\langle N_A\rangle+\tfrac94
=6a-3+\tfrac94=6a-\tfrac34 .
\label{Ea}
\end{equation}
At $a=\frac16$ this is $\frac14$, the exact ground-state value; at $a=\frac18$ it is zero. No other $D$ allowed by the three conditions goes lower. With $N_B$ the number of fermions on $B$ and $N_A+N_B=3$,
\begin{equation}
N_A-\tfrac32=N_A-\tfrac12(N_A+N_B)=\tfrac12(N_A-N_B),
\label{M}
\end{equation}
which is an operator of type $A$ with coefficients $g_{kk}=\pm\frac12$. Replacing the number 3 by $\hat N$ is legitimate for a trial matrix too, since it uses just the contraction (\ref{contract}) and the trace. Thus $E=E_C\,g^\dagger Gg\ge0$ whenever $G\succeq0$. The minimum under the D, Q and G conditions is $0$ J, against an exact ground energy of $2.5\times10^{-23}$ J, or 0.156 meV.

Four trial matrices show how the conditions act one after another. The first puts the whole weight into a single pair, $p_{14}=3$, as if all three pairs of particles could share one two-particle function; the others are the family above. The table lists the lowest eigenvalue of $D$ and $Q$ on pairs $i<j$, that of $G$, and the energy.
\begin{center}
\begin{tabular}{lrrrr}
trial matrix & $D$ & $Q$ & $G$ & $E/E_C$\\
one pair & $0.000$ & $-0.500$ & $-1.500$ & $-0.750$\\
$a=0$ & $0.000$ & $0.000$ & $-0.500$ & $-0.750$\\
$a=1/8$ & $0.125$ & $0.125$ & $0.000$ & $0.000$\\
$a=1/6$ & $0.167$ & $0.167$ & $0.167$ & $0.250$
\end{tabular}
\end{center}
In the first row, (\ref{contract}) gives $n_1=p_{14}/2=1.5$, which violates the Pauli principle, although $D\succeq0$. The violation appears in $Q_{12,12}=1-1.5-0+0=-0.5$ and in $G_{14,14}=1.5-3=-1.5$. In the second row $D$ and $Q$ find no fault, and $G$ rejects the matrix because it assigns a negative mean square to $\frac12(N_A-N_B)$. The two energies agree because both matrices have $\langle N_A\rangle=\frac32$ and no pair on $A$.

The third row passes everything. There $c=(1-0.25)/3=0.25$, and the eigenvalues of $G$ are $0$ and $1.5$, once each, $0.375$ sixteen times and $0.25$ eighteen times. The zero belongs to the vector in (\ref{critical}). It means that $N_A$ has no fluctuation about its mean, while the mean is $\frac32$: the matrix describes an island that holds one and a half fermions with certainty. The D, Q and G conditions know that a variance cannot be negative, but they do not know here that $N_A$ takes integer values. That knowledge sits in (\ref{integer}), whose left side equals $6/8-1=-\frac14$ for this matrix. The operator $(N_A-1)(N_A-2)$ contains no more than two-body terms and is nonnegative on every three-fermion state. Yet anticommutation and the contraction at fixed $N$ cannot turn it into a sum of terms $O^\dagger O$ with $O$ of the form used in (\ref{complete}), for then its value here could not be negative. Products of three ladder operators do produce it. With $T=a_3a_2a_1$ and $\hat n_i=a_i^\dagger a_i$, one has $T^\dagger T=\hat n_1\hat n_2\hat n_3$ and $TT^\dagger=(1-\hat n_1)(1-\hat n_2)(1-\hat n_3)$. In the sum the three-body terms cancel, and $(N_A-1)(N_A-2)=2(T^\dagger T+TT^\dagger)$. Positivity of such sums for general three-index coefficients is known as the T1 condition, and (\ref{integer}) is one of its diagonal elements. A condition of this kind has to be added to $D\succeq0$, $Q\succeq0$ and $G\succeq0$ if the fractional island is to be excluded.

\section*{Values computed for the example and the checks}
\begin{verbatim}
spin-orbitals r = 6, fermions N = 3, determinants = 20
Random complex ensemble (dimensionless):
  largest error of gamma from D: 5.6e-17
  largest error of Q map: 1.4e-16, of G map: 1.1e-16
  traces of D, Q, G (all i,j): [6.0, 6.0, 12.0]
  lowest eigenvalues D, Q (i<j), G: [0.0163, 0.02096, 0.03675]
  <O+O> direct: 47.048104
  D, Q, G parts: [6.900838, 13.96041, 26.186857] sum 47.048104
Mixed particle number: error of contracted gamma = 0.185
Two islands, charging energy E_C = 1.00e-22 J
  smallest a allowed by G: 0.125000
  exact range of a (linear program): 0.166667 to 0.500000
Trial matrices: lowest eigenvalue of D, Q (i<j), G; energy in E_C
  pair condensate   0.000000 -0.500000 -1.500000  E = -0.750000
  a = 0             0.000000  0.000000 -0.500000  E = -0.750000
  a = G limit       0.125000  0.125000  0.000000  E =  0.000000
  a = exact limit   0.166667  0.166667  0.166667  E =  0.250000
  condensate: largest occupation = 1.5000
At the G limit (levels 1-3 on A, 4-6 on B):
  occupation n_1 = 0.5000
  D_12,12 = 0.1250, D_14,14 = 0.2500
  Q_12,12 = 0.1250, Q_14,14 = 0.2500
  G_12,12 = 0.3750, G_14,14 = 0.2500
  G_11,11 = 0.5000, G_11,22 = 0.1250, G_11,44 = 0.2500
  G eigenvalue x multiplicity: 0.0000 x 1, 0.2500 x 18, 0.3750 x 16, 1.5000 x 1
Lowest energy allowed by D, Q, G: 0.000e+00 J
Exact ground energy: 2.500e-23 J = 0.1560 meV
\end{verbatim}
